# Splitting Vacancy-Neighbour Displacements into Tetrahedral Symmetry Coordinates

When an atom is removed from silicon, its four neighbours are left with one broken bond each. They move, and the movement has several causes at once. All four may move inwards, which keeps the tetrahedral symmetry. They may also form pairs, which lowers it: this is the Jahn-Teller distortion, driven by a partly filled threefold-degenerate level. A nearby impurity adds a displacement of its own. For these four atoms a relaxation calculation returns twelve Cartesian numbers, in which these motions are mixed. The task is to sort the total by symmetry type and to know how much belongs to each type. This does not separate the causes: forces that form pairs also pull the atoms inwards, and an impurity can contribute to several types.

## One displaced atom, by hand

Put the vacancy at the origin and let $a_0$ be the lattice parameter. The ideal neighbour sites are $\mathbf r_i=(a_0/4)\,\mathbf s_i$ with

$$\mathbf s_1=(1,1,1),\quad \mathbf s_2=(1,-1,-1),\quad \mathbf s_3=(-1,1,-1),\quad \mathbf s_4=(-1,-1,1).$$

The displacement $\mathbf u_i$ is the relaxed position minus the ideal one. Read down the atoms, the signs form three lists, to which we add a constant list:

$$1:(1,1,1,1),\quad s^x:(1,1,-1,-1),\quad s^y:(1,-1,1,-1),\quad s^z:(1,-1,-1,1).$$

Any two of these lists have zero scalar product, and each has squared length 4. Divided by 2 they are four orthonormal vectors. For each Cartesian component $b$, the four numbers $u_1^b,\dots,u_4^b$ can therefore be replaced by

$$t_b=\tfrac12\sum_i u_i^b,\qquad M_{ab}=\tfrac12\sum_i s_i^a u_i^b,\qquad a,b\in\{x,y,z\}.$$

Now move atom 1 alone, by $2\delta$ along $x$. Since $s_1^x=s_1^y=s_1^z=1$,

$$t_x=M_{xx}=M_{yx}=M_{zx}=\delta,$$

and the other eight numbers vanish. The squares add to $4\delta^2=(2\delta)^2$, as they should.

The nine numbers $M_{ab}$ are next sorted into a trace, two differences of diagonal elements, three antisymmetric and three symmetric combinations:

- $Q_{A1}=(M_{xx}+M_{yy}+M_{zz})/\sqrt3=\delta/\sqrt3$.
- $Q_\theta=(2M_{zz}-M_{xx}-M_{yy})/\sqrt6=-\delta/\sqrt6$ and $Q_\epsilon=(M_{xx}-M_{yy})/\sqrt2=\delta/\sqrt2$.
- Antisymmetric: $(M_{yz}-M_{zy})/\sqrt2=0$, $(M_{zx}-M_{xz})/\sqrt2=\delta/\sqrt2$, $(M_{xy}-M_{yx})/\sqrt2=-\delta/\sqrt2$.
- Symmetric: $(M_{yz}+M_{zy})/\sqrt2=0$, $(M_{zx}+M_{xz})/\sqrt2=\delta/\sqrt2$, $(M_{xy}+M_{yx})/\sqrt2=\delta/\sqrt2$.

Together with $t_x=\delta$, the squared amplitudes of the five groups are

$$\tfrac13\delta^2+\left(\tfrac16+\tfrac12\right)\delta^2+\delta^2+\delta^2+\delta^2=4\delta^2 .$$

This one displacement thus contains every kind of symmetry coordinate that four atoms can have. A displacement along the line to the vacancy would contain fewer: its E and T1 parts vanish.

## Why the sum holds for any displacement

The first step is an orthogonal change of variables for each $b$, so

$$\sum_i|\mathbf u_i|^2=\sum_b t_b^2+\sum_{ab}M_{ab}^2 .$$

For the second step, write $p,q,r$ for the diagonal elements of $M$. In

$$\frac{(p+q+r)^2}{3}+\frac{(2r-p-q)^2}{6}+\frac{(p-q)^2}{2}$$

the coefficient of $p^2$, and equally of $q^2$, is $\frac13+\frac16+\frac12=1$. That of $r^2$ is $\frac13+\frac46=1$. The coefficient of $pq$ is $\frac23+\frac26-1=0$, and those of $pr$ and $qr$ are $\frac23-\frac46=0$. What remains is $p^2+q^2+r^2$. For an off-diagonal pair $m,n$,

$$\frac{(m-n)^2+(m+n)^2}{2}=m^2+n^2 .$$

Hence

$$\sum_i|\mathbf u_i|^2=Q_{A1}^2+|Q_E|^2+|Q_{T1}|^2+|Q_{\rm shift}|^2+|Q_{\rm shear}|^2 .\tag{1}$$

No small-displacement assumption was made. Equation (1) is a statement about vectors, not about forces or energies.

## Why these are the symmetry coordinates

The names A1, E, T1 and T2 claim more than orthogonality: they say how each group behaves under the 24 operations of the tetrahedral group $T_d$. An operation with matrix $R$ carries atom $i$ to atom $gi$, with $\mathbf s_{gi}=R\mathbf s_i$, and turns its displacement into $R\mathbf u_i$. Inserting this into the definitions gives

$$t'=Rt,\qquad M'=\tfrac12\sum_i (R\mathbf s_i)(R\mathbf u_i)^{\mathsf T}=RMR^{\mathsf T}.$$

The labels follow.

- The trace of $M$ is unchanged: A1.
- Each $R$ permutes the axes, with signs, so diagonal matrices stay diagonal. The two traceless diagonal combinations transform among themselves: E.
- The antisymmetric part transforms as an axial vector, with $(\det R)R$: T1.
- The vector $t$ transforms with $R$: T2.
- The product of the three signs in $R$ is $+1$, because $R$ must map the four $\mathbf s_i$, all with $s^xs^ys^z=1$, onto each other. If $x$ acquires a sign, the product $yz$ therefore acquires the same sign. The symmetric off-diagonal elements $(yz,zx,xy)$ transform like $(x,y,z)$: a second T2.

A count by characters confirms that nothing is missing. The character of the twelve-dimensional representation is the number of atoms left in place times the trace of $R$. For the classes $E,\,8C_3,\,3C_2,\,6S_4,\,6\sigma_d$ this gives

$$(4,1,0,0,2)\times(3,0,-1,-1,1)=(12,0,0,0,2).$$

Only the identity and the six reflections contribute to the multiplicities. Their characters are 1 and 1 for A1, 1 and $-1$ for A2, 2 and 0 for E, 3 and $-1$ for T1, 3 and 1 for T2:

$$n_{A1}=\tfrac{12+12}{24}=1,\quad n_{A2}=\tfrac{12-12}{24}=0,\quad n_E=\tfrac{24}{24}=1,\quad n_{T1}=\tfrac{36-12}{24}=1,\quad n_{T2}=\tfrac{36+12}{24}=2 .$$

## What each coordinate means

Four points that do not lie in a plane fix an affine map, so any displacements can be written $\mathbf u_i=\mathbf c+G\mathbf r_i$. Using $\sum_i s_i^a=0$ and $\sum_i s_i^as_i^c=4\delta_{ac}$,

$$t=2\mathbf c,\qquad M_{ab}=\tfrac12\cdot\tfrac{a_0}{4}\cdot4\,G_{ba}=\tfrac{a_0}{2}G_{ba}.$$

A1 is therefore dilation of the tetrahedron, E is tetragonal or orthorhombic strain along the cube axes, the second T2 is shear, T1 is rotation and the first T2 is a shift of the centroid. Rotation and shift are real deformations here, since the four atoms turn or move against the surrounding crystal.

The identification of T1 with rotation holds to first order in the angle. A rotation by a finite angle $\phi$ about $z$ has $\operatorname{tr}G=2(\cos\phi-1)$, and so a small A1 part, $Q_{A1}\approx-a_0\phi^2/(2\sqrt3)$, as well as a small E part, $Q_\theta\approx a_0\phi^2/(2\sqrt6)$.

The Jahn-Teller link is as follows. In a real electronic state $\sum_a c_a|a\rangle$ of a T2 triplet, the force on a coordinate $Q$ is $-\sum_{ab}c_ac_b\langle a|\partial H/\partial Q|b\rangle$. The symmetric products $c_ac_b$ span A1+E+T2, by the same sorting as for $M$. To first order, an orbital triplet can therefore drive E and T2 distortions, but not T1.

A distortion that keeps a subgroup of $T_d$ may contain only coordinates invariant under that subgroup. Averaging the twelve-dimensional matrices over each subgroup gives these numbers of allowed coordinates:

| Remaining symmetry | A1 | E | T1 | T2 |
|---|---|---|---|---|
| $D_{2d}$ | 1 | 1 | 0 | 0 |
| $C_{2v}$ | 1 | 1 | 0 | 2 |
| $C_{3v}$ | 1 | 0 | 0 | 2 |
| $C_s$ | 1 | 1 | 1 | 4 |

Two equal pairs give $D_{2d}$, two unequal pairs $C_{2v}$. A T1 amplitude above the numerical noise rules out the first three symmetries.

## The two T2 sets are not unique

Since both sets transform alike, any rotation between them is equally good. A common alternative uses motion along and across the line to the vacancy. The radial coordinate of type $z$ has $\mathbf u_i=s_i^z\mathbf s_i/(2\sqrt3)$. With $s^zs^x=s^y$ and $s^zs^y=s^x$ this is $(s_i^y,s_i^x,1)/(2\sqrt3)$, that is, the patterns of $M_{yx}$, $M_{xy}$ and $t_z$, each with weight $1/\sqrt3$. Therefore

$$Q_{\rm rad}=\frac{Q_{\rm shift}+\sqrt2\,Q_{\rm shear}}{\sqrt3},\qquad Q_{\rm tan}=\frac{\sqrt2\,Q_{\rm shift}-Q_{\rm shear}}{\sqrt3}.$$

The total T2 weight is the same for both choices; its division is a convention that must be stated. Shift and radial coordinates have overlap $1/\sqrt3$ and may not be used together in (1).

## The algorithm in general

1. Match each relaxed atom to its ideal site, across periodic boundaries if necessary, and form $\mathbf u_i$ in the cubic axes above.
2. Compute $t_b$ and $M_{ab}$, then the twelve coordinates. Collected as columns of a matrix $B$, they give $Q=B^{\mathsf T}u$.
3. Check $B^{\mathsf T}B=1$ and compare both sides of (1).
4. Check the labels with the group projectors, where $d_\Gamma$ is the dimension, $\chi_\Gamma$ the character and $D(g)$ the $12\times12$ matrix of operation $g$:
$$P_\Gamma=\frac{d_\Gamma}{24}\sum_g\chi_\Gamma(g)D(g)=B_\Gamma B_\Gamma^{\mathsf T}.$$

Step 4 is needed because every orthonormal basis satisfies (1), whatever its columns are called. For T2, $B_\Gamma$ holds all six columns, so the projector does not test their division into two sets: exchanging the $z$ columns of shift and shear passes steps 3 and 4. Each set of three columns $B_s$ must also satisfy $B_s^{\mathsf T}D(g)B_s=R$ for every operation. This condition still holds for any rotation between the two sets, including their complete exchange, so which set is shift and which is shear follows only from the definitions. For another defect, replace the sites, the group and its order, and use $\chi_\Gamma^*$ and $B_\Gamma^\dagger$ where characters are complex, as in $C_3$. The projectors then supply the subspace of each type; a type that occurs more than once again needs a stated convention.

## A relaxed vacancy with a germanium atom nearby

The displacements below come from a Keating lattice,

$$E=\frac{3\alpha}{8d^2}\sum_{\rm bonds}(r^2-d^2)^2+\frac{3\beta}{8d^2}\sum_{\rm angles}\left(\mathbf r\cdot\mathbf r'+\frac{d^2}{3}\right)^2,$$

with rough silicon values $a_0=0.543$ nm, $\alpha=48$ N/m and $\beta=14$ N/m, and bond length $d=235.13$ pm. Around the vacancy 292 atoms move inside a fixed shell. Forces of 8 and 5 eV/nm draw together the pairs 1-4 and 2-3; they are chosen inputs, understood as the forces acting in the relaxed geometry. A germanium atom at $(a_0/4)(2,0,2)$ has bonds whose rest length is 5 pm longer; held by the lattice, they lengthen by only 3.3 to 3.7 pm when the pair forces are absent. The response is taken to first order. In pm:

| Atom | $u^x$ | $u^y$ | $u^z$ |
|---|---|---|---|
| 1 | −15.236 | −10.243 | −6.239 |
| 2 | −7.354 | 7.251 | 1.744 |
| 3 | 7.536 | −7.303 | 1.870 |
| 4 | 12.131 | 11.973 | −3.079 |

The digits serve the arithmetic, not the accuracy of the model. For example,

$$M_{xx}=\tfrac12(-15.236-7.354-7.536-12.131)=-21.13\ \text{pm},$$

and likewise $M_{yy}=-18.39$ pm and $M_{zz}=-6.47$ pm. Then

$$Q_{A1}=\frac{-21.13-18.39-6.47}{\sqrt3}=-26.55,\qquad Q_\theta=\frac{-12.93+21.13+18.39}{\sqrt6}=10.85\ \text{pm}.$$

The off-diagonal elements $M_{xy}=-3.83$ pm and $M_{yx}=-6.24$ pm give a rotation $(-3.83+6.24)/\sqrt2=1.70$ pm and a shear $(-3.83-6.24)/\sqrt2=-7.12$ pm, both of type $z$. All twelve coordinates yield

| Group | Squared amplitude (pm²) | Share (%) |
|---|---|---|
| A1 | 704.68 | 78.4 |
| E | 121.53 | 13.5 |
| T1 | 5.80 | 0.6 |
| T2 shift | 10.97 | 1.2 |
| T2 shear | 56.29 | 6.3 |

Their sum is 899.26 pm², equal to the direct sum of $|\mathbf u_i|^2$. The group projectors give 704.68, 121.53, 5.80 and 67.26 pm² for A1, E, T1 and all of T2, which confirms the labels of the four types, though not the division of T2 into shift and shear.

Most of the motion of the four neighbours is inward and keeps the symmetry (they carry 71 % of $\sum|\mathbf u|^2$ over the 292 moving atoms, and over all of these the A1 share is 67 % and the E share 22 %); the part of the pairing that lowers the symmetry appears in E and T2. The T1 vector is $(-1.70,0,1.70)$ pm. Its direction has a reason. Without pairing, the germanium atom lies in the mirror plane that exchanges $x$ and $z$, so this reflection remains a symmetry, and an axial vector that survives a reflection must point along the mirror normal. To first order the effects of germanium and pairing add, and pairing alone contributes no T1, by the table of allowed coordinates. This was tested also with the full nonlinear Keating energy, where the T1 amplitude stayed below $10^{-4}$ pm.

Two deliberate errors show what each check can see. Combining shift with radial coordinates gives 902.07 pm², only 0.3 % too much. The excess is

$$|Q_{\rm rad}|^2-|Q_{\rm shear}|^2=\tfrac13\left(|Q_{\rm shift}|^2-|Q_{\rm shear}|^2+2\sqrt2\,Q_{\rm shift}\cdot Q_{\rm shear}\right),$$

whose terms nearly cancel here: $(10.97-56.29+53.75)/3=2.81$ pm². For other displacements it could vanish, so $B^{\mathsf T}B=1$ must be checked separately. Mixing $Q_\theta$ with the $z$ rotation at equal weight leaves the sum intact, but the supposed E weight becomes 82.57 instead of 121.53 pm². The projectors detect that.

## Amplitudes add, energies need more care

Let $K$ be the stiffness felt by the four neighbours when all other moving atoms follow. About the undistorted geometry of the pure silicon lattice $K$ commutes with every $D(g)$, so different symmetry types do not couple. The two T2 sets may couple:

$$E_{\rm el}=\tfrac12\left(k_{A1}Q_{A1}^2+k_E|Q_E|^2+k_{T1}|Q_{T1}|^2+k_{tt}|Q_{\rm shift}|^2+k_{ss}|Q_{\rm shear}|^2\right)+k_{ts}\,Q_{\rm shift}\cdot Q_{\rm shear}.$$

With 292 moving atoms the model gives $k_{A1}=65.8$, $k_E=100.4$, $k_{T1}=114.2$, $k_{tt}=74.6$, $k_{ss}=75.2$ and $k_{ts}=-15.5$ N/m. These values belong to the undistorted geometry: about the paired geometry of the nonlinear model $k_{A1}$ rises to 76 and $k_{ss}$ to about 82 N/m, and different types couple by up to 2 N/m. They also depend on the fixed shell. With 7636 moving atoms $k_{A1}$, $k_E$, $k_{T1}$ and $k_{ss}$ fall by 1 to 3 %, while $k_{tt}$ drops to 62.7 and $k_{ts}$ changes to $-13.0$ N/m, and these two are still changing.

Forces are projected like displacements. The pair forces are $\mathbf f_1=-\mathbf f_4=-F_{14}(1,1,0)/\sqrt2$ and $\mathbf f_2=-\mathbf f_3=F_{23}(-1,1,0)/\sqrt2$. Their $M$ matrix has $M_{xx}=M_{yy}=-(F_{14}+F_{23})/\sqrt2$ and $M_{xy}=M_{yx}=(F_{23}-F_{14})/\sqrt2$, and $t=0$. Hence

$$F_{A1}=-\sqrt{\tfrac23}\,(F_{14}+F_{23}),\qquad F_\theta=\frac{F_{14}+F_{23}}{\sqrt3},\qquad F_{{\rm shear},z}=F_{23}-F_{14}.$$

With $1$ eV/nm $=0.1602$ nN, $F_{A1}=-10.61$ eV/nm $=-1.701$ nN, and $Q_{A1}=F_{A1}/k_{A1}=-25.8$ pm for pairing without germanium. Equal pairs would have no shear force, which is the $D_{2d}$ case.

There is no shift force, yet the centroid moves. Setting the shift component of the total force to zero gives $k_{tt}Q_{\rm shift}+k_{ts}Q_{\rm shear}=0$. With $Q_{{\rm shear},z}=-6.68$ pm,

$$Q_{{\rm shift},z}=\frac{15.54}{74.64}\,(-6.68)=-1.39\ \text{pm}.$$

The elastic energy is 0.1921 eV, made of 0.1930 eV from the squared terms and $-0.0009$ eV from the T2 cross term. The cross term is small here, but it depends on the choice of T2 sets, and dropping it would make the energy depend on that choice too: with radial and tangential sets it is $+0.0006$ eV. With 7636 moving atoms the energy is 0.1956 eV and $Q_{{\rm shift},z}=-1.41$ pm. With the full nonlinear Keating energy and 292 atoms the elastic energy is 0.176 eV, $Q_{{\rm shear},z}=-5.93$ pm and $Q_{{\rm shift},z}=-0.95$ pm.

## Errors of reference, and the real silicon vacancy

A rigid drift $\mathbf c$ of the relaxed cell changes $Q_{\rm shift}$ by $2\mathbf c$ and nothing else in this basis: 2 pm of drift gives 4 pm, more than the true shift. Align the cells on atoms far from the defect. A relative error $\eta$ in the reference lattice parameter changes A1 by $2\eta d$ in magnitude; for 0.5 % this is 2.35 pm. Nothing else changes if the reference is scaled about the vacancy. Scaled or aligned about a point at distance $L$ from it, the shift also changes, by $2\eta L$.

The norms of the five groups show how far the displacements depend on the approximations, with the applied forces held fixed (pm):

| Model | A1 | E | T1 | Shift | Shear |
|---|---|---|---|---|---|
| First order, 292 atoms | 26.5 | 11.0 | 2.4 | 3.3 | 7.5 |
| Nonlinear, 292 atoms | 24.4 | 11.0 | 2.4 | 2.8 | 6.7 |
| First order, 1014 atoms | 26.8 | 11.3 | 2.4 | 3.3 | 7.6 |

Nonlinearity lowers A1 by 8 % and the shift by 15 %; the larger cluster changes each norm by about 2 % or less, and one of 7636 atoms by up to 3 %. If the forces follow the actual pair axes instead of keeping their directions, the nonlinear T1 norm is 2.2 pm and the others are unchanged at these digits. Equation (1) holds in every row.

Vibration is a larger concern. With silicon masses and these force constants, the rms motion per coordinate is about 5 pm at 20 K and 6 to 8 pm at 300 K for 292 moving atoms; that of the shift at 300 K grows with the cluster, from 7.9 to 8.6 pm at 7636 atoms. A snapshot at 300 K would have a mean T1 weight of about $5.8+3(6.39)^2\approx128$ pm², nearly all of it from vibration, about half of which remains as zero-point motion at low temperature. With classical nuclei, as in molecular dynamics, the value is 115 pm². Average the positions before projecting, and average within one Jahn-Teller orientation, since for an isolated vacancy an equal average over all equivalent orientations removes the E, T1 and T2 parts and leaves only A1. With the germanium atom in place the six orientations differ in energy by up to 34 meV to first order, and their equal average keeps the E, T1 and T2 parts due to germanium, 2.2 to 2.4 pm in each group.

As for the real material, the model's bulk modulus of 97 GPa is close to that of silicon, but this tests only long waves. The model is too stiff for short transverse waves: its TA phonons at X and L lie at 7.8 and 5.5 THz, against about 4.5 and 3.4 THz measured, and its rms motion in the perfect crystal at 300 K is 6.5 pm, against about 7.7 pm. The local stiffnesses and vibration amplitudes above are therefore rough: $\beta=4.7$ N/m, which puts TA(X) at 4.5 THz but cuts $C_{11}-C_{12}$ to a third, lowers the five diagonal stiffnesses by factors of 2.2 to 2.6 and raises the A1 share to 83 %. Unequal pairing is the pattern associated with the negatively charged vacancy. Here the pair distances shrink from 384 to 349 and 363 pm (351 and 364 pm in the nonlinear model), but these values follow from the chosen forces and do not predict the vacancy's geometry. In a real vacancy the pair forces depend on distance, charge state and electron correlation, none of which is computed. In the first-order model, a 10 % change of both forces changes the pairing amplitudes by 10 %. Changes in germanium's mass and force constants are also left out. Isolated silicon vacancies become mobile below room temperature, so the static picture belongs to cryogenic experiments; at device temperatures one meets mainly vacancy complexes, whose own site symmetry must then be used.

## Computed values

```
lattice constant 0.543 nm; ideal bond 235.13 pm
Keating alpha, beta: 48, 14 N/m
bulk modulus 97.0 GPa; C11-C12 103.1 GPa
pair forces 1-4, 2-3: 8.0, 5.0 eV/nm
Ge site (units a/4) (2, 0, 2); extra bond length 5.0 pm
moving atoms: 292; large: 1014
ranks of projectors: {'A1': 1, 'A2': 0, 'E': 2, 'T1': 3, 'T2': 6}
allowed coordinates A1,E,T1,T2 in D2d: [1, 1, 0, 0]
allowed coordinates A1,E,T1,T2 in C2v: [1, 1, 0, 2]
allowed coordinates A1,E,T1,T2 in C3v: [1, 0, 0, 2]
allowed coordinates A1,E,T1,T2 in Cs: [1, 1, 1, 4]
Relaxed displacements x, y, z (pm), pairing + Ge:
  neighbour 1: -15.236  -10.243  -6.239
  neighbour 2: -7.354  7.251  1.744
  neighbour 3: 7.536  -7.303  1.870
  neighbour 4: 12.131  11.973  -3.079
Symmetry coordinates (pm):
  A1: -26.546
  E: 10.852  -1.940
  T1: -1.702  -0.000  1.702
  T2shift: -1.461  0.839  -2.852
  T2shear: -0.442  -2.324  -7.120
Squared amplitudes (pm^2):
  A1: 704.676  share 78.362 %
  E: 121.526  share 13.514 %
  T1: 5.796  share 0.645 %
  T2shift: 10.970  share 1.220 %
  T2shear: 56.294  share 6.260 %
sum of squared amplitudes: 899.262 pm^2
direct sum of |u_i|^2:     899.262 pm^2
relative mismatch: 0.0e+00
group projectors A1,E,T1,T2 (pm^2): 704.676  121.526  5.796  67.264
T2 radial, tangential: 59.101  8.163 pm^2
wrong sum, shift with radial: 902.069 pm^2
E weight from mislabelled basis: 82.569 pm^2
tetrahedron volume change: -16.11 %
pair distance ideal: 383.96 pm
pair distances 1-4, 2-3 relaxed: 348.93, 363.14 pm
Pairing alone, A1, E theta, shift z, shear z (pm): -25.841  11.972  -1.391  -6.678
stiffness A1, E, T1 (N/m): 65.81  100.44  114.22
T2 stiffness shift, cross, shear (N/m): 74.64  -15.54  75.21
elastic energy, pairing alone: 0.19209 eV
  diagonal 0.19299 eV; T2 cross term -0.00090 eV
Amplitude norms A1, E, T1, T2 shift, T2 shear (pm):
  harmonic:      26.546  11.024  2.408  3.312  7.503
  anharmonic:    24.442  11.011  2.357  2.803  6.732
  large cluster: 26.762  11.259  2.403  3.270  7.604
rms vibration per coordinate, same order (pm):
  20 K:  5.38  4.65  4.55  5.02  5.17
  300 K: 8.22  6.77  6.39  7.91  7.89
drift 2 pm along x changes shift x by 4.00 pm
0.5 % lattice error changes A1 by 2.35 pm
```
